# Density of states of a linearly interpolated band in a tetrahedron: a numerical check

```python
"""Linear tetrahedron density of states.
A band is interpolated linearly in a tetrahedron with sorted corner energies
e1 <= e2 <= e3 <= e4. n(E) is the volume fraction below E and g = dn/dE.
Claim: g is quadratic in each interval between corner energies.
The formulas are tested against areas of plane cuts built in k space, then
used for the ellipsoidal conduction valleys of silicon (rough parameters).
Units: eV for energy, 1/nm for wave vector, unless a label says otherwise.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar


def tetra(E, corners):
    """Analytic n(E) and g(E) for an array of tetrahedra, shape (M, 4)."""
    e1, e2, e3, e4 = np.sort(np.atleast_2d(corners), axis=1).T
    n = np.where(E >= e4, 1.0, 0.0)
    g = np.zeros(len(e1))
    m = (e1 <= E) & (E < e2)
    a, b, c, d = e1[m], e2[m], e3[m], e4[m]
    den = (b - a) * (c - a) * (d - a)
    n[m] = (E - a)**3 / den
    g[m] = 3 * (E - a)**2 / den
    m = (e2 <= E) & (E < e3)
    a, b, c, d = e1[m], e2[m], e3[m], e4[m]
    x = E - b
    den = (c - a) * (d - a)
    q = (c - a + d - b) / ((c - b) * (d - b))
    n[m] = ((b - a)**2 + 3 * (b - a) * x + 3 * x**2 - q * x**3) / den
    g[m] = (3 * (b - a) + 6 * x - 3 * q * x**2) / den
    m = (e3 <= E) & (E < e4)
    a, b, c, d = e1[m], e2[m], e3[m], e4[m]
    den = (d - a) * (d - b) * (d - c)
    n[m] = 1 - (d - E)**3 / den
    g[m] = 3 * (d - E)**2 / den
    return n, g


def plane_cut(E, points, energies):
    """Geometric g(E), cut area, gradient length, number of cut edges."""
    edges = points[1:] - points[0]
    gradient = np.linalg.solve(edges, energies[1:] - energies[0])
    slope = np.linalg.norm(gradient)
    volume = abs(np.linalg.det(edges)) / 6
    cuts = []
    for i, j in itertools.combinations(range(4), 2):
        if (energies[i] - E) * (energies[j] - E) < 0:
            t = (E - energies[i]) / (energies[j] - energies[i])
            cuts.append(points[i] + t * (points[j] - points[i]))
    if len(cuts) < 3:
        return 0.0, 0.0, slope, len(cuts)
    rel = np.array(cuts) - np.mean(cuts, axis=0)
    u = rel[0] / np.linalg.norm(rel[0])
    v = np.cross(gradient / slope, u)
    rel = rel[np.argsort(np.arctan2(rel @ v, rel @ u))]
    twice_area = np.cross(rel, np.roll(rel, -1, axis=0)).sum(axis=0)
    area = np.linalg.norm(twice_area) / 2
    return area / (slope * volume), area, slope, len(cuts)


def integrated_cut(E, points, energies):
    """Volume fraction below E by quadrature of the geometric density."""
    nodes, weights = np.polynomial.legendre.leggauss(4)
    s = np.minimum(np.sort(energies), E)
    total = 0.0
    for lo, hi in zip(s[:-1], s[1:]):
        if hi > lo:
            for node, weight in zip(nodes, weights):
                energy = (lo + hi) / 2 + node * (hi - lo) / 2
                value = plane_cut(energy, points, energies)[0]
                total += weight * (hi - lo) / 2 * value
    return total


def side_slope(E, side, step, points, energies):
    """One-sided slope of the geometric density, exact for a quadratic."""
    f = [plane_cut(E + side * k * step, points, energies)[0]
         for k in (1, 2, 3)]
    return -side * (2.5 * f[0] - 4 * f[1] + 1.5 * f[2]) / step


# Formula against geometry, including coinciding corner energies
rng = np.random.default_rng(4)
base = np.array([[0, 0, 0], [1, 0, 0], [0, 1, 0], [0, 0, 1.0]])
cases = [np.sort(rng.uniform(-1, 2, 4)) for _ in range(12)]
cases += [np.array(c, float) for c in
          ([0, 0, 1, 2], [0, 1, 1, 2], [0, 1, 2, 2],
           [0, 0, 0, 1], [0, 1, 1, 1], [0, 0, 1, 1])]
worst = 0.0
for en in cases:
    pts = base + 0.2 * rng.uniform(-1, 1, (4, 3))
    for lo, hi in zip(en[:-1], en[1:]):
        if hi > lo:
            for part in (0.23, 0.71):
                E = lo + part * (hi - lo)
                n, g = tetra(E, en)
                g_cut = plane_cut(E, pts, en)[0]
                n_cut = integrated_cut(E, pts, en)
                worst = max(worst, abs(g[0] / g_cut - 1), abs(n[0] - n_cut))
    assert abs(integrated_cut(en[3], pts, en) - 1) < 1e-8
assert worst < 1e-8

# Smooth joins for distinct energies; kink or step for equal ones
pts = base + 0.2 * rng.uniform(-1, 1, (4, 3))
en = np.array([0.0, 0.7, 1.5, 2.6])
for corner in en:
    left = side_slope(corner, -1, 0.01, pts, en)
    right = side_slope(corner, 1, 0.01, pts, en)
    assert abs(left - right) < 1e-7
en = np.array([0.0, 0.0, 1.0, 2.0])
assert abs(side_slope(0.0, 1, 0.01, pts, en) - 3.0) < 1e-7
en = np.array([0.0, 1.0, 1.0, 2.0])
assert (side_slope(1.0, -1, 0.01, pts, en)
        - side_slope(1.0, 1, 0.01, pts, en)) > 1
en = np.array([0.0, 0.0, 0.0, 1.0])
assert abs(plane_cut(1e-7, pts, en)[0] - 3) < 1e-5

# Silicon valley model; masses and other material data are rough inputs
m_long, m_trans = 0.92, 0.19
alpha = 0.5            # nonparabolicity, 1/eV
lattice = 0.543        # nm
valley_position = 0.85  # fraction of the distance from zone centre to X
E0 = 0.050             # energy of interest above the minimum, eV
E_axis = 0.080         # energy at the end of each box axis, eV
kT = const.k * 300 / const.e
kin = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # eV nm^2
masses = np.array([m_long, m_trans, m_trans])
k_box = np.sqrt(masses * E_axis / kin)
states = 2 * 6 * 8 * np.prod(k_box) / (2 * np.pi)**3 * 1e21  # per cm^3

# One tetrahedron of the mesh with four divisions per axis
index = np.array([[2, 1, 1], [2, 1, 2], [2, 2, 2], [3, 2, 2]])
k_pts = index * k_box / 4
e_pts = (kin * k_pts**2 / masses).sum(axis=1)
vol = abs(np.linalg.det(k_pts[1:] - k_pts[0])) / 6
print("hbar^2/(2 m0) = %.5f eV nm^2" % kin)
print("masses long, trans = %.2f %.2f m0" % (m_long, m_trans))
print("box edges = %.4f %.4f %.4f 1/nm" % tuple(k_box))
for i in range(4):
    print("corner %d: k = %.4f %.4f %.4f 1/nm, e = %.1f meV"
          % (i + 1, *k_pts[i], 1e3 * e_pts[i]))
print("tetrahedron volume = %.6f nm^-3" % vol)
for E in (0.040, 0.050, 0.070):
    n, g = tetra(E, e_pts)
    g_cut, area, slope, sides = plane_cut(E, k_pts, e_pts)
    assert abs(g_cut / g[0] - 1) < 1e-9
    print("E = %.0f meV: n = %.5f, g = %.4f 1/eV"
          % (1e3 * E, n[0], g[0]))
    print("  cut: %d sides, area %.5f nm^-2, g = %.4f 1/eV"
          % (sides, area, g_cut))
print("gradient length = %.5f eV nm" % slope)

# Cone from corner 1 minus its excess beyond corner 2
e1, e2, e3, e4 = e_pts
k1, k2, k3, k4 = k_pts
cone = np.array([(E0 - e1) / (e - e1) * (k - k1)
                 for e, k in ((e2, k2), (e3, k3), (e4, k4))])
excess = np.array([(E0 - e2) / (e2 - e1) * (k2 - k1),
                   (E0 - e2) / (e3 - e2) * (k3 - k2),
                   (E0 - e2) / (e4 - e2) * (k4 - k2)])
cone_part = abs(np.linalg.det(cone)) / 6 / vol
excess_part = abs(np.linalg.det(excess)) / 6 / vol
assert abs(cone_part - excess_part
           - integrated_cut(E0, k_pts, e_pts)) < 1e-9
print("50 meV: cone %.5f minus excess %.5f = %.5f"
      % (cone_part, excess_part, cone_part - excess_part))

# Peak found numerically from the geometric density
found = minimize_scalar(lambda E: -plane_cut(E, k_pts, e_pts)[0],
                        bounds=(e2, e3), method="bounded",
                        options={"xatol": 1e-9})
E_peak = e2 + (e3 - e2) * (e4 - e2) / (e3 - e1 + e4 - e2)
g_peak = 3 / (e3 + e4 - e1 - e2)
assert abs(found.x - E_peak) < 1e-6
assert abs(-found.fun / g_peak - 1) < 1e-8
print("peak: E = %.3f meV, g = %.4f 1/eV" % (1e3 * E_peak, g_peak))
g0 = tetra(E0, e_pts)[1][0]
one = 2 * 6 * 8 * vol / (2 * np.pi)**3 * 1e21 * g0
print("its DOS share at 50 meV (all copies) = %.4e /eV/cm^3" % one)


def mesh_energies(N):
    """Corner energies of six tetrahedra per cube in one octant."""
    grid = np.indices((N, N, N)).reshape(3, -1).T
    blocks = []
    for order in itertools.permutations(range(3)):
        corner = grid.copy()
        path = [(corner**2).sum(axis=1)]
        for axis in order:
            corner[:, axis] += 1
            path.append((corner**2).sum(axis=1))
        blocks.append(np.array(path).T)
    return np.concatenate(blocks) * E_axis / N**2


# Ellipsoid volume gives the reference for the parabolic model
half_axes = np.sqrt(masses * E0 / kin)
count_ref = (2 * 6 * 4 * np.pi / 3 * np.prod(half_axes)
             / (2 * np.pi)**3 * 1e21)
dos_ref = 1.5 * count_ref / E0
print("ellipsoid at 50 meV: DOS = %.4e /eV/cm^3" % dos_ref)
print("ellipsoid at 50 meV: count = %.4e /cm^3" % count_ref)
for N in (4, 8, 16, 32):
    mesh = mesh_energies(N)
    shift = E_axis / (2 * N**2)
    # The mean true energy in the box is three times E_axis/3
    assert abs(mesh.mean() - E_axis - shift) < 1e-12
    n, g = tetra(E0, mesh)
    dos = states * g.mean()
    count_error = states * n.mean() / count_ref - 1
    predicted = -1.5 * shift / E0
    if N >= 16:
        assert abs(count_error / predicted - 1) < 0.10
    print("N = %2d: mean shift = %.4f meV, DOS = %.4e /eV/cm^3"
          % (N, 1e3 * shift, dos))
    print("  DOS err %.3f %%, count err %.3f %%, predicted %.3f %%"
          % (100 * (dos / dos_ref - 1), 100 * count_error,
             100 * predicted))

# Density error at single energies oscillates about its mean scale
mesh = mesh_energies(16)
shift16 = E_axis / (2 * 16**2)
ratios = []
for E in np.linspace(0.045, 0.055, 41):
    reference = dos_ref * np.sqrt(E / E0)
    error = states * tetra(E, mesh)[1].mean() / reference - 1
    ratios.append(error / (-shift16 / (2 * E)))
assert max(np.abs(ratios)) < 2
print("N = 16, 45-55 meV: DOS err / (-shift/2E) from %.2f to %.2f"
      % (min(ratios), max(ratios)))

# Effects left out of the parabolic model
factor = np.sqrt(1 + alpha * E0) * (1 + 2 * alpha * E0)
d = 1e-5
volume_law = lambda E: (E * (1 + alpha * E))**1.5
numeric = ((volume_law(E0 + d) - volume_law(E0 - d)) / (2 * d)
           / (1.5 * np.sqrt(E0)))
assert abs(factor / numeric - 1) < 1e-6
k_face = (1 - valley_position) * 2 * np.pi / lattice
E_face = kin * k_face**2 / m_long
assert k_box[0] < k_face
print("nonparabolicity input = %.2f 1/eV" % alpha)
print("nonparabolic DOS change at 50 meV = %.2f %%" % (100 * (factor - 1)))
print("lattice constant = %.3f nm, valley at %.2f of Gamma-X"
      % (lattice, valley_position))
print("valley to zone face = %.3f 1/nm" % k_face)
print("long half axis at 50 meV = %.3f 1/nm" % half_axes[0])
print("parabolic energy at zone face = %.1f meV" % (1e3 * E_face))
print("kT at 300 K = %.2f meV" % (1e3 * kT))
print("mean shift / kT for N = 16: %.5f" % (shift16 / kT))
print("tests ok")
```

Output:

```
hbar^2/(2 m0) = 0.03810 eV nm^2
masses long, trans = 0.92 0.19 m0
box edges = 1.3899 0.6316 0.6316 1/nm
corner 1: k = 0.6949 0.1579 0.1579 1/nm, e = 30.0 meV
corner 2: k = 0.6949 0.1579 0.3158 1/nm, e = 45.0 meV
corner 3: k = 0.6949 0.3158 0.3158 1/nm, e = 60.0 meV
corner 4: k = 1.0424 0.3158 0.3158 1/nm, e = 85.0 meV
tetrahedron volume = 0.001444 nm^-3
E = 40 meV: n = 0.04040, g = 12.1212 1/eV
  cut: 3 sides, area 0.00267 nm^-2, g = 12.1212 1/eV
E = 50 meV: n = 0.30934, g = 40.1515 1/eV
  cut: 4 sides, area 0.00884 nm^-2, g = 40.1515 1/eV
E = 70 meV: n = 0.93864, g = 12.2727 1/eV
  cut: 3 sides, area 0.00270 nm^-2, g = 12.2727 1/eV
gradient length = 0.15239 eV nm
50 meV: cone 0.32323 minus excess 0.01389 = 0.30934
peak: E = 53.571 meV, g = 42.8571 1/eV
its DOS share at 50 meV (all copies) = 2.2439e+19 /eV/cm^3
ellipsoid at 50 meV: DOS = 1.6656e+21 /eV/cm^3
ellipsoid at 50 meV: count = 5.5520e+19 /cm^3
N =  4: mean shift = 2.5000 meV, DOS = 1.6464e+21 /eV/cm^3
  DOS err -1.152 %, count err -7.248 %, predicted -7.500 %
N =  8: mean shift = 0.6250 meV, DOS = 1.6532e+21 /eV/cm^3
  DOS err -0.747 %, count err -1.841 %, predicted -1.875 %
N = 16: mean shift = 0.1562 meV, DOS = 1.6619e+21 /eV/cm^3
  DOS err -0.220 %, count err -0.471 %, predicted -0.469 %
N = 32: mean shift = 0.0391 meV, DOS = 1.6648e+21 /eV/cm^3
  DOS err -0.048 %, count err -0.117 %, predicted -0.117 %
N = 16, 45-55 meV: DOS err / (-shift/2E) from 0.06 to 1.47
nonparabolicity input = 0.50 1/eV
nonparabolic DOS change at 50 meV = 6.30 %
lattice constant = 0.543 nm, valley at 0.85 of Gamma-X
valley to zone face = 1.736 1/nm
long half axis at 50 meV = 1.099 1/nm
parabolic energy at zone face = 124.8 meV
kT at 300 K = 25.85 meV
mean shift / kT for N = 16: 0.00604
tests ok
```
